\section*{Comment on estimating ferroelectric wall widths from magnetic Bloch walls}

\section{The argument under review}

The argument runs as follows. A wall between two domains of opposite polarization balances a stiffness, which favours a gradual change, against a local energy, which favours a thin wall. A Bloch wall in a uniaxial magnet does the same. The two profiles have the same mathematical form, and the stiffnesses of the two orders are similar. A ferroelectric $180^\circ$ wall should therefore be tens of nanometres wide, like a Bloch wall in cobalt.

The balance is correctly described, and the remarks on profile and stiffness will be confirmed below. The conclusion needs one more premise, that the local energies are also similar. The argument does not examine it. What width follows when both energies are put in?

\section{The ferroelectric wall}

Let the polarization point along $\pm z$ and vary only along $x$. Then $\nabla\cdot\mathbf P=\partial_zP_z=0$, so the wall carries no bound charge. Assume first that $P$ changes sign through zero without rotating (an Ising wall), and take the mean-field energy density
\begin{equation}
f=-\frac{|\alpha|}{2}P^2+\frac{\beta}{4}P^4+\frac g2\left(\frac{dP}{dx}\right)^2 .
\end{equation}
In a uniform domain $-|\alpha|P+\beta P^3=0$, so $P_0^2=|\alpha|/\beta$. The curvature there is the inverse susceptibility,
\begin{equation}
\frac1{\varepsilon_0\chi}=-|\alpha|+3\beta P_0^2=2|\alpha| .
\end{equation}
Since $\beta P_0^4=|\alpha|P_0^2$, the domain energy density is $-|\alpha|P_0^2/4$. Subtract it and write $P=P_0p$:
\begin{align}
F(p)&=\frac{|\alpha|P_0^2}{4}\,(1-2p^2+p^4)=B(1-p^2)^2,\\
B&=\frac{|\alpha|P_0^2}{4},\qquad G=\frac{gP_0^2}{2}.
\end{align}
The energy per wall area is $\int(Gp'^2+F)\,dx$. Here $B$ is the cost per volume of having no polarization, and $G$ is a stiffness in J/m.

Making this integral stationary gives $2Gp''=dF/dp$. Multiplication by $p'$ turns both sides into derivatives, $(Gp'^2)'=dF/dx$. Hence $Gp'^2-F$ is constant, and it is zero because both terms vanish deep in a domain:
\begin{equation}
Gp'^2=F(p),\qquad p'(0)=\sqrt{B/G}.
\label{eq:slope}
\end{equation}
The second relation holds for any symmetric double well that is positive between its minima, with $B=F(0)$. It fixes the slope at the centre; the overall width also depends on the shape of the barrier, and low flanks near the minima make the wall wider.

For the quartic well, $p'=(1-p^2)/\xi$. Separating variables gives $\operatorname{artanh}p=x/\xi$, so
\begin{equation}
p=\tanh\frac x\xi,\qquad
\xi=\sqrt{\frac GB}=\sqrt{\frac{2g}{|\alpha|}} .
\end{equation}
The two parts of the energy are equal, and the wall energy is
\begin{equation}
\sigma=2G\int_{-1}^{1}p'\,dp=\frac{2G}{\xi}\int_{-1}^{1}(1-p^2)\,dp
=\frac{8G}{3\xi}=\frac83\sqrt{GB}.
\end{equation}

\section{The Bloch wall on the same footing}

In the magnet the length of the magnetization is fixed and its angle $\theta$ to the easy axis turns from $\pi$ to $0$. The energy density is $A\theta'^2+K\sin^2\theta$. The same first integral gives $A\theta'^2=K\sin^2\theta$, or $\theta'=-\sin\theta/\delta$ with $\delta=\sqrt{A/K}$. For the easy-axis component $m=\cos\theta$,
\begin{equation}
m'=-\sin\theta\,\theta'=\frac{1-m^2}{\delta},\qquad m=\tanh\frac x\delta .
\end{equation}
The energy is $2A\int\theta'^2dx=(2A/\delta)\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}$.

The profiles do agree, and each length is the square root of a stiffness over a barrier. The barriers differ in kind. The magnet turns its order parameter at constant length and pays the anisotropy energy $K$. The Ising wall takes its order parameter through zero and pays the energy gained by becoming polar.

To avoid a difference of convention, I compare the distance over which $p$ or $m$ goes from $-0.8$ to $0.8$, which is $2\operatorname{artanh}(0.8)=2.197$ times $\xi$ or $\delta$. The length $\pi\delta$, obtained by extending the central slope of $\theta$ over the full turn, is larger by a factor 1.43.

\section{The missing comparison}

Take rough values in the regime of lead titanate at room temperature: $P_0=75\ \mu\mathrm{C/cm^2}$ ($0.75\ \mathrm{C/m^2}$), $\chi=70$ and $g=1.5\times10^{-10}\ \mathrm{J\,m^3/C^2}$. Then $|\alpha|=1/(2\varepsilon_0\chi)=0.807\times10^9\ \mathrm{J\,m/C^2}$, and
\begin{align}
G&=\tfrac12(1.5\times10^{-10})(0.75)^2\ \mathrm{J/m}=42\ \mathrm{pJ/m},\\
B&=\tfrac14(0.807\times10^9)(0.75)^2\ \mathrm{J/m^3}=113\ \mathrm{MJ/m^3}.
\end{align}
These give $\xi=0.61$ nm and a rise width of 1.3 nm.

For a cobalt-like magnet, $A=30$ pJ/m and $K=0.5\ \mathrm{MJ/m^3}$ give $\delta=7.7$ nm and a rise width of 17 nm. The stiffness ratio is $G/A=1.4$, so that premise of the argument is sound as an order of magnitude; the ratio carries the full uncertainty of $g$. The barrier ratio is $B/K=227$. The widths therefore differ by $\sqrt{227/1.41}=12.7$. In the volume of one lead titanate cell the barriers are 45 meV and 0.2 meV.

Keeping the ferroelectric stiffness but replacing $B$ by the magnetic $K$ gives a rise width of 20 nm. That is the wall the argument describes: it has silently used a magnetic barrier. The real cost also shows in the wall energy, 184 mJ/m$^2$ against 15.5 mJ/m$^2$. The ferroelectric wall is thinner and more expensive.

\section{Where the contrast disappears}

The correct statement concerns energy scales, so it has exceptions on both sides. With $g$ and $\beta$ fixed, $\xi\propto|\alpha|^{-1/2}$. Reducing $|\alpha|$ by a factor $12.7^2\simeq161$ would give the stress-free ferroelectric wall the width of the cobalt-like one. If $|\alpha|$ is proportional to the distance from a continuous transition, mean-field theory thus predicts wide walls close to it. Lead titanate does not reach this limit. Its transition is first order, and its wall is held by the strain of the domains, treated below. The clamped quartic wall would need a factor 389, and with standard sixth-order coefficients the clamped rise width grows only from about 0.9 nm at room temperature to about 2 nm at the transition.

Conversely, a samarium-cobalt-like magnet with $A=12$ pJ/m and $K=17\ \mathrm{MJ/m^3}$ has $\delta=0.84$ nm and a rise width of 1.8 nm. That is only 1.4 times the stress-free ferroelectric width found above.

\section{Strain held by the domains}

The estimate used a stress-free well, but material inside a wall cannot strain freely. For a flat wall varying only along $x$, continuity of the displacement keeps the strains $yy$, $zz$ and $yz$ at their domain values. The preferred strains are $Q_{12}P^2$ along $y$ and $Q_{11}P^2$ along $z$, so the mismatches are
\begin{equation}
u=Q_{12}P_0^2(1-p^2),\qquad v=Q_{11}P_0^2(1-p^2).
\end{equation}
The strain $w$ along $x$ is free. Minimizing
\begin{equation}
\tfrac12C_{11}(w^2+u^2+v^2)+C_{12}(wu+wv+uv)
\end{equation}
gives $w=-(C_{12}/C_{11})(u+v)$. Substitution leaves $\frac12c_{11}(u^2+v^2)+c_{12}uv$, where $c_{11}=C_{11}-C_{12}^2/C_{11}$ and $c_{12}=C_{12}-C_{12}^2/C_{11}$. The extra energy is therefore $B_c(1-p^2)^2$, with
\begin{equation}
B_c=P_0^4\left[\tfrac12c_{11}(Q_{11}^2+Q_{12}^2)+c_{12}Q_{11}Q_{12}\right].
\end{equation}
It has the shape of the original well, so the tanh survives with $B$ replaced by $B+B_c$.

With $C_{11}=175$ GPa, $C_{12}=80$ GPa, $Q_{11}=0.09\ \mathrm{m^4/C^2}$ and $Q_{12}=-0.026\ \mathrm{m^4/C^2}$, one finds $B_c=160\ \mathrm{MJ/m^3}$. This exceeds $B$ itself. It reduces $\xi$ to 0.39 nm and the rise width to 0.86 nm. If the well had been fitted with the strains $yy$, $zz$ and $yz$ held at their domain values and the $x$ direction free, $B_c$ would already be included and must not be added again.

\section{Does the polarization really pass through zero?}

The Ising assumption needs its own examination, since a ferroelectric could also rotate. Add a small component $q(x)$ along $y$, in the wall plane. Let its local curvature be $k_0$ at the wall centre and $k_1$ in the domains. Since the coupling is proportional to $P_z^2$, the curvature is $k_0+(k_1-k_0)\tanh^2(x/\xi)$, and the normal modes obey
\begin{equation}
-gq''+\left[k_1-(k_1-k_0)\operatorname{sech}^2\frac x\xi\right]q=\lambda q .
\end{equation}
For $q=\operatorname{sech}^s(x/\xi)$, two differentiations give $q''=\xi^{-2}[s^2-s(s+1)\operatorname{sech}^2(x/\xi)]q$. This solves the equation if
\begin{equation}
\frac{g\,s(s+1)}{\xi^2}=k_1-k_0,\qquad \lambda=k_1-\frac{g s^2}{\xi^2}.
\end{equation}
The root with $s>0$ decays away from the wall and has no node, so it is the lowest mode. The wall is locally stable against rotation if $\lambda>0$.

In the stress-free cubic model $k_0=-|\alpha|$, and a transverse susceptibility of 120 gives $k_1=0.94\times10^9\ \mathrm{J\,m/C^2}$. The result is $\lambda=-0.145\times10^9\ \mathrm{J\,m/C^2}$: the simple wall is unstable. The cause is simple: here $g/\xi^2=|\alpha|/2$, so $\lambda=|\alpha|(s/2-1)$, which vanishes at $s=2$, or $k_1=2|\alpha|$. The wall is unstable whenever the transverse susceptibility exceeds the longitudinal one. Left to relax, it splits into two $90^\circ$ walls around a slab polarized along $y$, with a total energy of 159 mJ/m$^2$ and no fixed width. In this model the 1.3 nm is then a length scale, not the width of a stable wall. Higher-order terms can change the sign: for the sixth-order well of the next section, with the same $k_1$, $\lambda$ is $+0.14$ if the coupling goes as $P_z^2$ and $-0.01$ if it goes as $P_z^4$, in units of $10^9\ \mathrm{J\,m/C^2}$.

Clamping changes this. With $D=P_0^2-P_z^2$, the mismatches become $u=Q_{12}D-Q_{11}q^2$ and $v=Q_{11}D-Q_{12}q^2$. The shear mismatch is $-Q_{44}qP_z$. Collecting the terms in $q^2$ and doubling their coefficient gives the added curvature
\begin{equation}
\Delta k=-2D\left[2c_{11}Q_{11}Q_{12}+c_{12}(Q_{11}^2+Q_{12}^2)\right]+C_{44}Q_{44}^2P_z^2 .
\end{equation}
With $C_{44}=110$ GPa and $Q_{44}=0.07\ \mathrm{m^4/C^2}$, $k_0$ rises to $-0.507$ and $k_1$ to $1.244$, in units of $10^9\ \mathrm{J\,m/C^2}$. Using the narrower $\xi$ as well, $\lambda=+0.400$ in the same units. For these parameters the clamped wall is locally stable as an Ising wall. Other parameters may give a rotating component, so this is not a general property of ferroelectrics.

\section{How far the number can be trusted}

The shape of the well changes the width moderately. Take a sixth-order well with $dF/dp\propto-(1-b)p-bp^3+p^5$ and $b=1/3$, keeping $P_0$ and $\chi$ fixed. Its barrier is 68 MJ/m$^3$, and the stress-free rise width becomes 1.6 nm. With clamping added it is 0.92 nm.

The lattice matters more for detail than for scale. The clamped $\xi$ is 1.01 cell edges, so a continuum profile cannot describe individual atomic planes. In a chain of discrete cells the lowest wall energy is 5.6\% below the continuum value of 286 mJ/m$^2$. A wall centred on a plane costs 9.2 mJ/m$^2$ more than one centred between planes, which is a barrier to wall motion absent from the continuum model. Unlike the width, this barrier is very sensitive to the inputs: it is 34 mJ/m$^2$ if $g$ is halved, 0.7 mJ/m$^2$ if $g$ is doubled, and 2.4 mJ/m$^2$ for the clamped sixth-order well. It is not a prediction for the real crystal.

Thermal bending blurs the mean profile. A ripple of wavevector $\mathbf q$ costs surface energy proportional to $\sigma q^2$, so its mean square amplitude is proportional to $k_BT/(\sigma q^2)$. Summing the ripples of a 200 nm square patch at 300 K, down to the scale of one cell, with $\sigma=184$ mJ/m$^2$, gives an rms displacement of 0.15 nm; the larger wall energy of the clamped wall lowers this to 0.12 nm. Bound charge on bends and lattice pinning are left out; both would reduce it.

For real lead titanate, a $180^\circ$ wall thickness of roughly one or two cells is the accepted scale, close to the clamped estimate of 2.2 cells. The energy agrees less well: first-principles calculations at zero temperature give about 130 mJ/m$^2$, less than half the clamped continuum value. Matching it at fixed barrier would take a $g$ about five times smaller and a wall about one cell wide. The gradient coefficient is uncertain, but the width varies only as $\sqrt g$: a fourfold error changes it twofold, whereas stretching the stress-free wall to 17 nm at fixed $B$ would require $g$ to be 161 times larger. Real devices can break the assumption of free domains far from the wall, because substrates and electrodes may impose strain and fields. Defects and inclined, charged walls lie outside the estimate, and their effect has not been sized here.

\section{Recommendation}

The analogy should be kept and its conclusion withdrawn. The revised argument should state $G$ and $B$ for the ferroelectric beside $A$ and $K$ for the magnet, say whether the well is stress-free or clamped, and use one definition of width for both. The numerical output below lists the inputs and the main results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS, lead-titanate-like, rough
P0: 75 uC/cm2
longitudinal susceptibility: 70
transverse susceptibility: 120
gradient coefficient g: 1.50 1e-10 J m3/C2
cell edge along wall normal: 0.390 nm
cell edge along P: 0.415 nm
temperature: 300 K
C11, C12, C44: 175, 80, 110 GPa
Q11, Q12, Q44: 0.090, -0.026, 0.070 m4/C2
sixth-order shape parameter b: 0.333
SIMPLE FERROELECTRIC WALL
|alpha|: 0.807 1e9 J m/C2
beta: 1.434 1e9 J m5/C4
stiffness G: 42.2 pJ/m
barrier B: 113.4 MJ/m3
barrier per cell: 44.7 meV
xi: 0.610 nm
rise width over xi: 2.197
rise width: 1.34 nm
wall energy: 184 mJ/m2
MAGNETS, rough
cobalt-like: A 30 pJ/m, K 0.5 MJ/m3
  length 7.75 nm, rise width 17.02 nm, energy 15.5 mJ/m2
samarium-cobalt-like: A 12 pJ/m, K 17.0 MJ/m3
  length 0.84 nm, rise width 1.85 nm, energy 57.1 mJ/m2
COMPARISON WITH COBALT-LIKE MAGNET
K in the same cell volume: 0.197 meV
stiffness ratio G/A: 1.41
barrier ratio B/K: 227
width ratio, magnet over ferroelectric: 12.7
rise width with G but magnetic K: 20.2 nm
|alpha| reduction to match magnet width: 161
NEGLECTED EFFECTS
clamping barrier: 160.0 MJ/m3
xi with clamping: 0.393 nm
rise width with clamping: 0.86 nm
wall energy with clamping: 286 mJ/m2
sixth-order barrier: 68.1 MJ/m3
rise width, sixth-order well: 1.60 nm
rise width, sixth order and clamping: 0.92 nm
clamped k0, k1: -0.507, 1.244 1e9 J m/C2
transverse eigenvalue, stress-free: -0.145 1e9 J m/C2
transverse eigenvalue, clamped: 0.400 1e9 J m/C2
clamped xi over cell edge: 1.01
lattice change of clamped wall energy: -5.60 %
lattice pinning barrier: 9.206 mJ/m2
side of wall patch for wandering: 200 nm
rms thermal wandering: 0.153 nm
\end{verbatim}
